# Resonance energy of one electron shared by two distant donors: a program that tests the result

```python
"""
Result under test: one electron shared by two equal hydrogenic donors, distance R,
has the LCAO resonance energy (half the odd-even splitting)
    I = (2/3) (e^2/kappa a) (R/a) exp(-R/a)   for R >> a,
the overlap term removing one third of the bare integral K.
Reduced units: length a (donor radius), energy e^2/(kappa a).
S = <a|b>, J = <a|1/r_b|a>, K = <a|1/r_b|b> for 1s orbitals on donors a and b.
The true large-R coefficient of the same Hamiltonian, 2/e, is tested as well.
"""
import numpy as np
from numpy.polynomial.laguerre import laggauss, lagvander
from numpy.polynomial.legendre import leggauss
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, sqrtm
from scipy.optimize import brentq, minimize


# ---------- integrals over two 1s orbitals, by quadrature ----------
def two_centre_integral(R, pair, operator):
    """Integral of orbital * orbital * operator(r_a, r_b); pair is 'aa' or 'ab'."""
    x, wx = laggauss(40)
    eta, weta = leggauss(200)
    x, eta = x[:, None], eta[None, :]
    xi = 1 + x / R
    ra, rb = R * (xi + eta) / 2, R * (xi - eta) / 2
    volume = 2 * np.pi * (R / 2)**3 * (xi**2 - eta**2) / R
    second = ra if pair == 'aa' else rb
    density = np.exp(-ra - second + x) / np.pi   # Laguerre weight taken out
    return float(wx @ (volume * density * operator(ra, rb)) @ weta)


def integrals(R):
    S = two_centre_integral(R, 'ab', lambda ra, rb: 1.0)
    J = two_centre_integral(R, 'aa', lambda ra, rb: 1 / rb)
    K = two_centre_integral(R, 'ab', lambda ra, rb: 1 / rb)
    return S, J, K


def lcao_matrices(R):
    """Hamiltonian and overlap from gradients and potentials, no eigenvalue used."""
    def attraction(ra, rb):
        return 1 / ra + 1 / rb

    def gradient_cosine(ra, rb):
        return (ra**2 + rb**2 - R**2) / (2 * ra * rb)

    h_aa = two_centre_integral(R, 'aa', lambda ra, rb: 0.5 - attraction(ra, rb))
    h_ab = two_centre_integral(
        R, 'ab', lambda ra, rb: 0.5 * gradient_cosine(ra, rb) - attraction(ra, rb))
    S = two_centre_integral(R, 'ab', lambda ra, rb: 1.0)
    return np.array([[h_aa, h_ab], [h_ab, h_aa]]), np.array([[1, S], [S, 1]])


# ---------- numerical solution of the two-centre equation ----------
def radial_eigenvalue(R, p, size):
    x, w = laggauss(size + 4)
    L = lagvander(x, size - 1)
    slope = L / 2 - np.cumsum(L, axis=1)         # derivative of exp(-x/2) L_n
    xi = 1 + x / (2 * p)
    matrix = (L.T * (w * (2 * R * xi - p**2 * xi**2))) @ L
    matrix -= (slope.T * (w * x * (x + 4 * p))) @ slope
    return np.linalg.eigvalsh(matrix)[-1]


def angular_eigenvalue(p, parity, size):
    degree = np.arange(2 * size + 2)
    link = (degree + 1) / np.sqrt((2 * degree + 1) * (2 * degree + 3))
    eta = np.diag(link[:-1], 1) + np.diag(link[:-1], -1)
    chosen = np.arange(parity, 2 * size, 2)
    eta_squared = (eta @ eta)[np.ix_(chosen, chosen)]
    matrix = p**2 * eta_squared - np.diag(chosen * (chosen + 1.0))
    return np.linalg.eigvalsh(matrix)[-1]


def two_centre_energy(R, parity, size=14):
    def mismatch(E):
        p = R * np.sqrt(-E / 2)
        return radial_eigenvalue(R, p, size) + angular_eigenvalue(p, parity, size + 10)
    return brentq(mismatch, -1.0, -0.4, xtol=1e-15, rtol=1e-15)


def numerical_resonance(R, size=14):
    return (two_centre_energy(R, 1, size) - two_centre_energy(R, 0, size)) / 2


# ---------- tests of the LCAO result ----------
for R in (3.0, 8.0, 15.0):
    S, J, K = integrals(R)
    assert np.isclose(S, np.exp(-R) * (1 + R + R**2 / 3), rtol=1e-9)
    assert np.isclose(K, np.exp(-R) * (1 + R), rtol=1e-9)
    assert np.isclose(J, 1 / R - np.exp(-2 * R) * (1 + 1 / R), rtol=1e-9)
    H, O = lcao_matrices(R)
    levels = eigh(H, O, eigvals_only=True)
    resonance = (K - S * J) / (1 - S**2)
    assert np.isclose((levels[1] - levels[0]) / 2, resonance, rtol=1e-6)
    root = np.linalg.inv(np.real(sqrtm(O)))
    assert np.isclose(-(root @ H @ root)[0, 1], resonance, rtol=1e-6)
    # the two-orbital energies must lie above the numerical ones
    assert two_centre_energy(R, 0) < levels[0]
    assert two_centre_energy(R, 1) < levels[1]

R_far = 200.0
S, J, K = integrals(R_far)
far_coefficient = (K - S * J) / (R_far * np.exp(-R_far))
far_share = S * J / K
assert abs(far_coefficient - 2 / 3) < 1e-4           # next term is 1/R^2
assert abs(far_share - (1 + 2 / R_far) / 3) < 1e-4   # next term is of order 1/R^2

# ---------- tests of the true large-distance coefficient ----------
distances = np.array([12.0, 16.0, 20.0, 24.0])
ratios = np.array([numerical_resonance(R) / (R * np.exp(-R)) for R in distances])
limit = np.polyfit(1 / distances, ratios, 3)[-1]
assert abs(limit - 2 / np.e) < 0.005                 # 2/3 would fail by 0.07
mean_level = (two_centre_energy(24.0, 0) + two_centre_energy(24.0, 1)) / 2
polarization = -(mean_level + 0.5 + 1 / 24.0)
assert np.isclose(polarization, 9 / (4 * 24.0**4), rtol=0.03)


def midplane_integral(R, dressed):
    """Midplane flux of the donor orbital, divided by R exp(-R)."""
    def integrand(t):
        r = R / 2 + t
        c = R / (2 * r)
        s = np.sqrt(1 - c**2)
        log_g = np.arcsinh((r - R * c) / (R * s)) + np.arcsinh(c / s) - r / R
        return np.exp(-2 * t + (2 * log_g if dressed else 0.0))
    return quad(integrand, 0, 20)[0]


flux_bare = midplane_integral(2000.0, False)
flux_dressed = midplane_integral(2000.0, True)
assert abs(flux_bare - 0.5) < 1e-6
assert abs(flux_dressed - 2 / np.e) < 0.005          # corrections of order 1/R

# ---------- worked example: regime of shallow donors in silicon ----------
kappa, radius, distance, temperature = 11.7, 2.0, 16.0, 4.2   # -, nm, nm, K
coulomb = const.e / (4 * np.pi * const.epsilon_0 * kappa) * 1e12   # meV nm
kinetic = const.hbar**2 / (2 * const.m_e) / const.e * 1e21         # meV nm^2
unit = coulomb / radius
mass = 2 * kinetic / (coulomb * radius)
binding = unit / 2
X = distance / radius
S, J, K = integrals(X)
leading = 2 / 3 * unit * X * np.exp(-X)
lcao = unit * (K - S * J) / (1 - S**2)
numerical = unit * numerical_resonance(X)
basis_shift = abs(unit * numerical_resonance(X, 20) - numerical)
assert basis_shift < 1e-6 * numerical


# ---------- neglected effects ----------
def one_valley_donor(m_t, m_l, nodes=60):
    """Variational donor exp(-sqrt(rho^2/a_t^2 + z^2/a_l^2)): energy, a_t, a_l."""
    c, w = leggauss(nodes)

    def energy(lengths):
        a_t, a_l = np.exp(lengths)
        inverse_r = w @ (1 / np.sqrt(a_t**2 * (1 - c**2) + a_l**2 * c**2)) / 2
        return kinetic / 3 * (2 / (m_t * a_t**2) + 1 / (m_l * a_l**2)) - coulomb * inverse_r

    best = minimize(energy, np.log([2.2, 1.6]), method='Nelder-Mead',
                    options={'xatol': 1e-9, 'fatol': 1e-10, 'maxiter': 2000})
    return best.fun, *np.exp(best.x)


iso = one_valley_donor(mass, mass)
assert np.allclose(iso, [-binding, radius, radius], rtol=1e-5)
m_t, m_l = 0.19, 0.92
valley_energy, a_t, a_l = one_valley_donor(m_t, m_l)
node_shift = abs(one_valley_donor(m_t, m_l, 20)[0] - valley_energy)
assert node_shift < 1e-4
factor_t = np.exp(X - distance / a_t)
factor_l = np.exp(X - distance / a_l)

real_binding = 45.0                                   # meV, rough
short_tail = radius * np.sqrt(binding / real_binding)
factor_core = np.exp(X - distance / short_tail)

lattice, valley_fraction = 0.543, 0.85                # nm, units of 2 pi/lattice
flip_length = np.pi / (valley_fraction * 2 * np.pi / lattice)

acceptor = 50.0                                       # nm beyond the nearer donor
detuning = coulomb * (1 / acceptor - 1 / (acceptor + distance))
pair_levels, pair_states = np.linalg.eigh(
    np.array([[-detuning / 2, -lcao], [-lcao, detuning / 2]]))
gap = pair_levels[1] - pair_levels[0]
weight = pair_states[0, 0]**2
assert np.isclose(gap, np.hypot(detuning, 2 * lcao))
assert np.isclose(weight, (1 + detuning / np.hypot(detuning, 2 * lcao)) / 2)
thermal = const.k * temperature / const.e * 1e3
population = np.exp(-2 * lcao / thermal)

# ---------- output ----------
print("Large-distance limits, reduced units")
print(f"LCAO I/(R exp(-R)) at R = {R_far:.0f} a: {far_coefficient:.5f}")
print(f"overlap share S J/K at R = {R_far:.0f} a: {far_share:.4f}")
print(f"numerical coefficient extrapolated to infinite R: {limit:.4f}")
print(f"2/e: {2 / np.e:.4f}; LCAO 2/3 divided by 2/e: {np.e / 3:.4f}")
print(f"midplane integral at R = 2000 a, bare: {flux_bare:.4f}, dressed: {flux_dressed:.4f}")
print("R/a, S J/K, LCAO I/(R exp(-R)), numerical I/(R exp(-R))")
for R in (6.0, 8.0, 12.0, 16.0, 20.0, 24.0):
    s, j, k = integrals(R)
    scale = R * np.exp(-R)
    print(f"{R:4.0f}  {s * j / k:.4f}  {(k - s * j) / (1 - s * s) / scale:.4f}"
          f"  {numerical_resonance(R) / scale:.4f}")
print("Example")
print(f"permittivity: {kappa}; donor radius: {radius} nm; distance: {distance} nm")
print(f"R/a: {X:.1f}; exp(-R/a): {np.exp(-X):.4e}")
print(f"density 1/R^3: {1 / (distance * 1e-7)**3:.2e} cm^-3")
print(f"isotropic mass: {mass:.4f} m0")
print(f"energy unit e^2/(kappa a): {unit:.2f} meV; binding energy: {binding:.2f} meV")
print(f"overlap S: {S:.5f}; J: {J:.5f} units; K: {K:.5e} units")
print(f"bare integral K: {unit * K:.4f} meV; overlap term S J: {unit * S * J:.4f} meV")
print(f"I, leading formula: {leading:.4f} meV = {leading * 1e3:.1f} ueV")
print(f"I, full LCAO: {lcao:.4f} meV; splitting 2I: {2 * lcao:.4f} meV")
print(f"I, numerical two-centre solution: {numerical:.4f} meV")
print(f"basis shift of numerical I (14 to 20 radial functions): {basis_shift:.1e} meV")
print(f"leading formula / numerical: {leading / numerical:.4f}")
print("Neglected effects")
print(f"rough masses: transverse {m_t} m0, longitudinal {m_l} m0")
print(f"one-valley variational binding: {-valley_energy:.2f} meV")
print(f"its shift from 20 to 60 angular nodes: {node_shift:.1e} meV")
print(f"one-valley radii: transverse {a_t:.3f} nm, longitudinal {a_l:.3f} nm")
print(f"exponential factor on I, transverse pair: {factor_t:.2f}")
print(f"exponential factor on I, longitudinal pair: {factor_l:.4f}")
print(f"rough real binding: {real_binding:.0f} meV; tail length: {short_tail:.3f} nm")
print(f"exponential factor on I from the deeper level: {factor_core:.3f}")
print(f"rough lattice constant: {lattice} nm; valley at {valley_fraction} of 2 pi/lattice")
print(f"displacement along valley axis that flips its sign: {flip_length:.3f} nm")
print(f"acceptor distance: {acceptor:.0f} nm; donor detuning: {detuning:.4f} meV")
print(f"gap with detuning: {gap:.4f} meV; weight on lower donor: {weight:.4f}")
print(f"temperature: {temperature} K; kT: {thermal:.4f} meV")
print(f"upper/lower population ratio without detuning: {population:.3f}")
print("finished without a failed check")
```

It prints:

```
Large-distance limits, reduced units
LCAO I/(R exp(-R)) at R = 200 a: 0.66664
overlap share S J/K at R = 200 a: 0.3367
numerical coefficient extrapolated to infinite R: 0.7360
2/e: 0.7358; LCAO 2/3 divided by 2/e: 0.9061
midplane integral at R = 2000 a, bare: 0.5000, dressed: 0.7358
R/a, S J/K, LCAO I/(R exp(-R)), numerical I/(R exp(-R))
   6  0.4524  0.6403  0.7169
   8  0.4213  0.6511  0.7386
  12  0.3910  0.6597  0.7488
  16  0.3762  0.6628  0.7491
  20  0.3675  0.6642  0.7481
  24  0.3617  0.6649  0.7469
Example
permittivity: 11.7; donor radius: 2.0 nm; distance: 16.0 nm
R/a: 8.0; exp(-R/a): 3.3546e-04
density 1/R^3: 2.44e+17 cm^-3
isotropic mass: 0.3096 m0
energy unit e^2/(kappa a): 61.54 meV; binding energy: 30.77 meV
overlap S: 0.01018; J: 0.12500 units; K: 3.01916e-03 units
bare integral K: 0.1858 meV; overlap term S J: 0.0783 meV
I, leading formula: 0.1101 meV = 110.1 ueV
I, full LCAO: 0.1075 meV; splitting 2I: 0.2151 meV
I, numerical two-centre solution: 0.1220 meV
basis shift of numerical I (14 to 20 radial functions): 6.8e-15 meV
leading formula / numerical: 0.9026
Neglected effects
rough masses: transverse 0.19 m0, longitudinal 0.92 m0
one-valley variational binding: 29.61 meV
its shift from 20 to 60 angular nodes: 4.4e-11 meV
one-valley radii: transverse 2.436 nm, longitudinal 1.397 nm
exponential factor on I, transverse pair: 4.19
exponential factor on I, longitudinal pair: 0.0315
rough real binding: 45 meV; tail length: 1.654 nm
exponential factor on I from the deeper level: 0.187
rough lattice constant: 0.543 nm; valley at 0.85 of 2 pi/lattice
displacement along valley axis that flips its sign: 0.319 nm
acceptor distance: 50 nm; donor detuning: 0.5967 meV
gap with detuning: 0.6343 meV; weight on lower donor: 0.9704
temperature: 4.2 K; kT: 0.3619 meV
upper/lower population ratio without detuning: 0.552
finished without a failed check
```
